# Why the Thermal Photon Self-Energy Has No Zero-Momentum Value: test program

```python
# RESULT UNDER TEST: the medium part of the one-loop photon self-energy has no
# unique value at zero frequency and wave number.
#   static order (omega=0, k->0):        Pi_00 -> mD^2,  Pi_T -> 0
#   long-wavelength order (k=0, omega->0): Pi_00 -> 0,   Pi_T -> wp^2
# with wp^2 = mD^2 <v^2>/3.  Natural units hbar=c=kB=1, e^2 = 4 pi alpha.
# omega, k: photon frequency and wave number; x = omega/k; m: electron mass;
# T: temperature; mu: chemical potential; v: electron speed;
# mD: inverse screening length; wp: plasma frequency.
# Induced charge = -Pi_00*phi, induced transverse current = -Pi_T*A_T.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit


def momentum_grid(m, T, mu, n=100):
    p_max = np.sqrt((m + abs(mu) + 40*T)**2 - m**2)
    u, w = np.polynomial.legendre.leggauss(n)
    u, w = (u + 1)/2, w/2
    return p_max*u**2, 2*p_max*u*w


# Dirac matrices alpha_x, alpha_y, alpha_z and beta
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1, -1]).astype(complex)
ax, ay, az = [np.kron(sx, s) for s in (sx, sy, sz)]
beta = np.kron(sz, np.eye(2))


def dirac_response(omega, k, m, T, mu=0.0):
    """Self-energies / e^2 from numerically diagonalized Dirac Hamiltonians.
    Each channel returns (particle-hole part, pair part)."""
    p, wp_ = momentum_grid(m, T, mu)
    c, wc = np.polynomial.legendre.leggauss(24)
    P, C = [a.ravel() for a in np.meshgrid(p, c, indexing="ij")]
    weight = np.outer(wp_*p**2, wc).ravel()/(4*np.pi**2)
    px, pz = P*np.sqrt(1 - C**2), P*C

    def states(q):
        h = (px[:, None, None]*ax + q[:, None, None]*az + m*beta)
        return np.linalg.eigh(h)

    def occupation(e):  # filled vacuum sea subtracted
        return np.where(e > 0, expit(-(e - mu)/T), -expit((e - mu)/T))

    e1, u1 = states(pz - k/2)
    e2, u2 = states(pz + k/2)
    dn = occupation(e1)[:, :, None] - occupation(e2)[:, None, :]
    kernel = dn/(omega + e1[:, :, None] - e2[:, None, :])
    same = np.kron(np.eye(2), np.ones((2, 2)))  # same sign of energy

    def strength(op):
        return abs(u1.conj().transpose(0, 2, 1) @ op @ u2)**2

    def split(s):
        total = np.einsum("n,nab->ab", weight, kernel*s)
        return np.array([np.sum(total*same), np.sum(total*(1 - same))])

    return {"00": -split(strength(np.eye(4))),
            "T": split((strength(ax) + strength(ay))/2),
            "Z": split(strength(az))}


def kinetic(x, m, T, mu=0.0):
    """mD^2, wp^2, Pi_00, Pi_T (all / e^2) from the soft-photon averages."""
    p, w = momentum_grid(m, T, mu)
    e = np.sqrt(p*p + m*m)
    v = (p/e)[:, None]
    slope = sum(expit((e - s*mu)/T)*expit(-(e - s*mu)/T)/T for s in (1, -1))
    radial = w*p*p*slope/np.pi**2
    c, wc = np.polynomial.legendre.leggauss(24)
    prop = x/(x - v*c)
    pi00 = radial @ ((1 - prop) @ (wc/2))
    pit = radial @ ((v**2*(1 - c**2)/2*prop) @ (wc/2))
    return radial.sum(), radial @ v[:, 0]**2/3, pi00, pit


def massless_forms(x):
    """Closed forms of Pi_00/mD^2 and Pi_T/mD^2 for massless electrons."""
    log = np.log((x + 1)/(x - 1) + 0j)
    return 1 - x*log/2, (x*x + x*(1 - x*x)*log/2)/2


# --- Massive plasma, m=T=1, mu=0.5: soft averages against diagonalization
m, T, mu, k = 1.0, 1.0, 0.5, 0.01
md2, wp2 = kinetic(0.0, m, T, mu)[:2]
for x in (0.0, 1.5, 3.0, 0.4 + 0.5j):
    full = dirac_response(x*k, k, m, T, mu)
    soft = kinetic(x, m, T, mu)
    assert abs(full["00"].sum() - soft[2]) < 2e-4*md2
    assert abs(full["T"].sum() - soft[3]) < 2e-4*md2

static = dirac_response(0.0, k, m, T, mu)
uniform = dirac_response(k, 0.0, m, T, mu)
assert abs(static["00"].sum()/md2 - 1) < 2e-4
assert abs(static["T"].sum()) < 2e-4*md2
assert abs(static["T"][0]/wp2 + 1) < 5e-4   # particle-hole part = -wp^2
assert abs(static["T"][1]/wp2 - 1) < 5e-4   # pair part = +wp^2
assert abs(uniform["00"].sum()) < 1e-10
assert abs(uniform["T"][0]) < 1e-10         # no particle-hole part at k=0
assert abs(uniform["T"][1]/wp2 - 1) < 5e-4

# Static transverse response vanishes as k^2: no magnetic screening mass
ratio_k2 = (dirac_response(0.0, 0.2, m, T, mu)["T"].sum()
            / dirac_response(0.0, 0.1, m, T, mu)["T"].sum()).real
assert abs(ratio_k2 - 4) < 0.1

# Current conservation away from the soft limit
w0, k0 = 0.5, 0.3
r = dirac_response(w0, k0, m, T, mu)
assert abs(r["00"].sum() + (k0/w0)**2*r["Z"].sum()) < 1e-6

# --- Massless closed forms, with chemical potential
md2_massless = 1/3 + 1/np.pi**2             # T=1, mu=1
for x in (0.6 + 0.8j, 0.2 + 1.0j):
    r = dirac_response(x*k, k, 0.0, 1.0, 1.0)
    f00, ft = massless_forms(x)
    assert abs(r["00"].sum()/md2_massless - f00) < 1e-3
    assert abs(r["T"].sum()/md2_massless - ft) < 1e-3

# Landau damping: angular average just above the real axis at x=0.5
z = 0.5 + 1e-3j
parts = [quad(lambda c, g=g: g(1 - z/(z - c))/2, -1, 1, points=[0.5],
              limit=300)[0] for g in (np.real, np.imag)]
landau = massless_forms(0.5 + 1e-13j)
assert abs(complex(*parts) - landau[0]) < 5e-3
assert abs(landau[0].imag - np.pi*0.5/2) < 1e-9

# Nonrelativistic plasma: wp^2/mD^2 tends to T/m
nr = kinetic(0.0, 200.0, 1.0)
nr_ratio = nr[1]/nr[0]
assert abs(nr_ratio*200 - 1) < 0.02

# --- Static screening from the Fourier integral (lengths in 1/mD)
r_test = 3.0
screen = 2/np.pi*quad(lambda q: q/(q*q + 1), 0, np.inf,
                      weight="sin", wvar=r_test)[0]
assert abs(screen - np.exp(-r_test)) < 1e-6


# --- Modes: Vlasov-Maxwell eigenproblem against dispersion roots (mD=1)
def plasma_modes(k):
    c, w = np.polynomial.legendre.leggauss(80)
    n = len(c)
    lon = np.zeros((n + 1, n + 1), complex)
    lon[:n, :n] = np.diag(k*c)
    lon[:n, n] = 1j*np.sqrt(w/2)*c
    lon[n, :n] = lon[:n, n].conj()
    tra = np.zeros((n + 2, n + 2), complex)  # last two: E and B fields
    tra[:n, :n] = np.diag(k*c)
    tra[:n, n] = 1j*np.sqrt(w/2*(1 - c*c)/2)
    tra[n, :n] = tra[:n, n].conj()
    tra[n, n + 1] = tra[n + 1, n] = k
    return np.linalg.eigvalsh(lon)[-1], np.linalg.eigvalsh(tra)[-1]


def dispersion_roots(k):
    lo, hi = k*(1 + 1e-9), 3.0
    wl = brentq(lambda w: k*k + massless_forms(w/k)[0].real, lo, hi)
    wt = brentq(lambda w: w*w - k*k - massless_forms(w/k)[1].real, lo, hi)
    return wl, wt


k_mode = 0.5
modes, roots = plasma_modes(k_mode), dispersion_roots(k_mode)
assert np.allclose(modes, roots, atol=1e-7)
small = plasma_modes(0.05)
assert abs(small[0]**2 - 1/3 - 0.6*0.05**2) < 5e-5
assert abs(small[1]**2 - 1/3 - 1.2*0.05**2) < 5e-5
assert np.allclose(plasma_modes(0.0), 1/np.sqrt(3), atol=1e-10)

# --- Worked example: neutral electron-positron plasma
T_mev = 5.0
e2 = 4*np.pi*const.fine_structure
mev = 1e6*const.e
me = const.m_e*const.c**2/mev
hbar_mev = const.hbar/mev
hbarc = hbar_mev*const.c*1e15
mD = np.sqrt(e2/3)*T_mev
wp = mD/np.sqrt(3)
massive = kinetic(0.0, me, T_mev)
mD_m, wp_m = np.sqrt(e2*massive[0]), np.sqrt(e2*massive[1])
one_static = dirac_response(0.0, mD, me, T_mev)
one_uniform = dirac_response(wp, 0.0, me, T_mev)
s00 = e2*one_static["00"].sum().real/mD**2
sT = e2*one_static["T"].sum().real/mD**2
uT = e2*one_uniform["T"].sum().real/wp**2
assert abs(mD_m/mD - 1) < 0.01 and abs(wp_m/wp - 1) < 0.01
assert abs(s00 - 1) < 0.02 and abs(sT) < 0.02 and abs(uT - 1) < 0.02

print("TEST PLASMA m=T=1, mu=0.5 (units of T; self-energies / e^2)")
print(f"mD^2/e^2 = {md2:.6f} T^2")
print(f"wp^2/e^2 = {wp2:.6f} T^2")
print(f"wp^2/mD^2 = {wp2/md2:.6f} (dimensionless)")
print(f"Dirac sums below: k = {k} T for static order")
print(f"static Pi_00/e^2 = {static['00'].sum().real:.6f} T^2")
print(f"static Pi_T/e^2, particle-hole = {static['T'][0].real:.6f} T^2")
print(f"static Pi_T/e^2, pair = {static['T'][1].real:.6f} T^2")
print(f"static Pi_T/e^2, sum = {static['T'].sum().real:.2e} T^2")
print(f"Dirac sums below: k = 0, omega = {k} T")
print(f"uniform Pi_00/e^2 = {abs(uniform['00'].sum()):.1e} T^2 (magnitude)")
print(f"uniform Pi_T/e^2, particle-hole = {abs(uniform['T'][0]):.1e} T^2")
print(f"uniform Pi_T/e^2, pair = {uniform['T'][1].real:.6f} T^2")
print(f"static Pi_T at k=0.2T over k=0.1T = {ratio_k2:.4f}")
print(f"nonrelativistic m=200T: wp^2/mD^2 = {nr_ratio:.6f}")
print(f"nonrelativistic m=200T: mD/wp = {nr_ratio**-0.5:.3f}")
print("MASSLESS PLASMA: Pi_00/mD^2 and Pi_T/mD^2 against x=omega/k")
for x in (0.001, 0.5, 1.5, 3.0, 10.0, 100.0):
    a, b = massless_forms(x + (1e-13j if x < 1 else 0))
    print(f"x = {x:g}: Pi_00 = {a.real:.6f}{a.imag:+.6f}i, "
          f"Pi_T = {b.real:.6f}{b.imag:+.6f}i")
print("EXAMPLE: neutral electron-positron plasma")
print(f"temperature T = {T_mev:.1f} MeV")
print(f"electron mass = {me:.6f} MeV")
print(f"e^2 = {e2:.6f} (dimensionless)")
print(f"mD (massless formula) = {mD:.5f} MeV")
print(f"wp (massless formula) = {wp:.5f} MeV")
print(f"mD with electron mass = {mD_m:.5f} MeV")
print(f"wp with electron mass = {wp_m:.5f} MeV")
print(f"screening length 1/mD = {hbarc/mD:.2f} fm")
print(f"wrong length 1/wp = {hbarc/wp:.2f} fm")
print(f"plasma angular frequency = {wp/hbar_mev:.4e} rad/s")
print(f"plasma period = {2*np.pi*hbar_mev/wp:.4e} s")
print(f"screened/bare potential at r=3/mD = {screen:.6f}")
print(f"mode wave number k = mD/2 = {k_mode*mD:.5f} MeV")
print(f"longitudinal mode, eigenproblem = {modes[0]*mD:.5f} MeV")
print(f"longitudinal mode, dispersion root = {roots[0]*mD:.5f} MeV")
print(f"transverse mode, eigenproblem = {modes[1]*mD:.5f} MeV")
print(f"transverse mode, dispersion root = {roots[1]*mD:.5f} MeV")
print("Full one-loop medium part, real electron mass:")
print(f"Pi_00(omega=0,k=mD)/mD^2 = {s00:.5f}")
print(f"Pi_T(omega=0,k=mD)/mD^2 = {sT:.5f}")
print(f"Pi_T(omega=wp,k=0)/wp^2 = {uT:.5f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
TEST PLASMA m=T=1, mu=0.5 (units of T; self-energies / e^2)
mD^2/e^2 = 0.312339 T^2
wp^2/e^2 = 0.089278 T^2
wp^2/mD^2 = 0.285836 (dimensionless)
Dirac sums below: k = 0.01 T for static order
static Pi_00/e^2 = 0.312337 T^2
static Pi_T/e^2, particle-hole = -0.089278 T^2
static Pi_T/e^2, pair = 0.089277 T^2
static Pi_T/e^2, sum = -1.19e-06 T^2
Dirac sums below: k = 0, omega = 0.01 T
uniform Pi_00/e^2 = 3.0e-33 T^2 (magnitude)
uniform Pi_T/e^2, particle-hole = 3.9e-48 T^2
uniform Pi_T/e^2, pair = 0.089278 T^2
static Pi_T at k=0.2T over k=0.1T = 3.9859
nonrelativistic m=200T: wp^2/mD^2 = 0.004938
nonrelativistic m=200T: mD/wp = 14.230
MASSLESS PLASMA: Pi_00/mD^2 and Pi_T/mD^2 against x=omega/k
x = 0.001: Pi_00 = 0.999999+0.001571i, Pi_T = 0.000001-0.000785i
x = 0.5: Pi_00 = 0.725347+0.785398i, Pi_T = 0.227995-0.294524i
x = 1.5: Pi_00 = -0.207078+0.000000i, Pi_T = 0.370576+0.000000i
x = 3: Pi_00 = -0.039721+0.000000i, Pi_T = 0.341117+0.000000i
x = 10: Pi_00 = -0.003353+0.000000i, Pi_T = 0.334003+0.000000i
x = 100: Pi_00 = -0.000033+0.000000i, Pi_T = 0.333340+0.000000i
EXAMPLE: neutral electron-positron plasma
temperature T = 5.0 MeV
electron mass = 0.510999 MeV
e^2 = 0.091701 (dimensionless)
mD (massless formula) = 0.87417 MeV
wp (massless formula) = 0.50470 MeV
mD with electron mass = 0.87348 MeV
wp with electron mass = 0.50356 MeV
screening length 1/mD = 225.73 fm
wrong length 1/wp = 390.98 fm
plasma angular frequency = 7.6678e+20 rad/s
plasma period = 8.1943e-21 s
screened/bare potential at r=3/mD = 0.049787
mode wave number k = mD/2 = 0.43709 MeV
longitudinal mode, eigenproblem = 0.61526 MeV
longitudinal mode, dispersion root = 0.61526 MeV
transverse mode, eigenproblem = 0.68638 MeV
transverse mode, dispersion root = 0.68638 MeV
Full one-loop medium part, real electron mass:
Pi_00(omega=0,k=mD)/mD^2 = 0.99358
Pi_T(omega=0,k=mD)/mD^2 = -0.00406
Pi_T(omega=wp,k=0)/wp^2 = 0.99885
ALL CHECKS PASSED
```
